# Why a monolayer has no single dielectric constant

In Gaussian units, polarization (dipole moment per volume) has the same dimension as electric field. A monolayer has a dipole moment per area, so the ratio of that moment to the field producing it,

$$\alpha=\frac{\text{dipole moment per area}}{\text{in-plane field}},$$

is a length. A dielectric constant is a pure number, and $\alpha$ needs a second length to make one. In a supercell calculation, where the layer is repeated along $z$ with period $L$, that length is $L$. The average polarization is the dipole per area divided by $L$, so, when the layers are far enough apart that each responds as if isolated, the in-plane $\epsilon-1$ has the form $C\alpha/L$, with $C$ a number. The second length belongs to the cell and not to the layer.

The belief to be tested is that the in-plane dielectric constant from such a run is a property of the monolayer.

## A counter-example

Take a square lattice of polarizable point sites with side $a=3$ Å, cell area $A=a^2=9$ Å$^2$ and site polarizability $\gamma=5$ Å$^3$. These are round model parameters, not a material.

Each site responds to the applied field $E$ plus the field of the other dipoles. For dipoles $p$ along $x$, the others produce the field $Sp$ at a site, where

$$S=\sum_{\mathbf R\ne0}\frac{3X^2-R^2}{R^5}=\frac12\sum_{\mathbf R\neq0}\frac1{R^3}.$$

The second form holds because $X^2$ and $Y^2$ contribute equally on a square lattice, so $X^2$ may be replaced by $R^2/2$. Solving $p=\gamma(E+Sp)$ gives

$$p=\frac{\gamma E}{1-\gamma S},\qquad \alpha=\frac{p}{AE}=\frac{\gamma}{A(1-\gamma S)} .$$

The planar sum gives $\alpha=3.397$ Å for the isolated layer.

Now stack the layers and compute the dielectric constant from a three-dimensional lattice sum, which does not use this $\alpha$:

| $L$ (Å) | $\epsilon_\parallel$ | $L(\epsilon_\parallel-1)/4\pi$ (Å) |
|---|---|---|
| 10 | 5.269 | 3.397 |
| 20 | 3.134 | 3.397 |
| 40 | 2.067 | 3.397 |
| 80 | 1.534 | 3.397 |

The layer is the same in every row, yet $\epsilon_\parallel$ changes from 5.3 to 1.5. The last column does not change, and it equals the isolated-layer value.

Assigning the layer a thickness $d$ does not rescue the constant. Spreading the same dipole over $d$ gives $\epsilon=1+4\pi\alpha/d$, which is 15.2 for $d=3$ Å and 8.1 for $d=6$ Å. The product $(\epsilon-1)d=4\pi\alpha$ is independent of the choice; $\epsilon$ is not.

## The correct statement

Consider a static field, clamped nuclei and an insulating layer without free carriers. Let the layer be isotropic in its plane and have a mirror plane parallel to it, so that an in-plane field induces no normal dipole. If neighbouring layers do not overlap and $L$ is large enough for their atomic-scale fields to be negligible, then

$$\epsilon_\parallel=1+\frac{4\pi\alpha}{L},\qquad \frac1{\epsilon_\perp}=1-\frac{4\pi\alpha_\perp}{L},$$

where $\alpha_\perp$ is the normal dipole per area divided by the field in the vacuum outside. Both constants describe the stack and tend to one as $L\to\infty$.

It would be too strong to say that $\alpha$ alone is intrinsic. So is $\alpha_\perp$, and so is the response to a field that varies along the plane. For an isolated layer and a small wavevector $q$, that response is

$$\epsilon_{2D}(q)=1+2\pi\alpha q .$$

## Proof for uniform fields

**In-plane field.** Average the field over a plane parallel to the layer. A static field has no curl, so $\partial_z\bar E_x=\partial_x\bar E_z$. The right side vanishes because the averaged field does not depend on $x$. Hence $\bar E_x$ is the same in the layer and in the vacuum, and equals the macroscopic field $E$. Each layer acquires the dipole $\alpha E$ per area, the average polarization is $P=\alpha E/L$, and

$$\epsilon_\parallel=\frac{E+4\pi P}{E}=1+\frac{4\pi\alpha}{L}.$$

For $L=20$ Å this is $1+4\pi(3.3968)/20=3.134$, as in the table.

What the average omits is the atomic-scale field of the neighbours. In vacuum its potential is a sum of terms $f(z)e^{i\mathbf G\cdot\mathbf r}$, with $\mathbf G$ a nonzero reciprocal vector of the layer. Laplace's equation requires $f''=G^2f$, so each term decays as $e^{-G|z|}$. The slowest has $G=2\pi/a=2.094$ Å$^{-1}$; between $L=4.5$ and 6 Å, where faster-decaying terms still contribute a little, the lattice sums give a decay rate of 2.108 Å$^{-1}$.

At $L=3$ Å the formula fails: it gives 15.2, while the stack has 11.4. The factor $e^{-2\pi}\approx0.0019$ is small, but two larger factors multiply it. The first is the prefactor. The $\mathbf G$ component of a dipole layer is a charge sheet $\sigma=-iG_xp/A$, whose potential (derived in the next section) is $(2\pi\sigma/G)e^{-G|z|}$, so its field along $x$ is $-(2\pi p/A)(G_x^2/G)e^{-G|z|}$. The two vectors $\mathbf G=(\pm2\pi/a,0)$ in each of the two neighbouring layers give $\gamma\,\delta S\approx-\gamma(16\pi^2/a^3)e^{-2\pi}=-29\times0.0019\approx-0.055$. The second is the sensitivity of this layer to its local field: $1-\gamma S=\gamma/(A\alpha)=0.164$ is itself small. At $L=a$ the stack is simple cubic, with $S=4\pi/3a^3$, so $1-\gamma S$ rises to $0.224$, a full change $\gamma\,\delta S=-0.061$. The dipole then falls by the factor $0.164/0.224=0.73$, and $\epsilon-1$ drops from 14.2 to 10.4.

**Normal field.** With no free charge, the planar average of $D_z$ is the same at every height. In the vacuum it equals the field, so each layer sits in the outside field $D$ and acquires the dipole $\alpha_\perp D$ per area. Then $P=\alpha_\perp D/L$, and the average field is

$$E=D-4\pi P=D\left(1-\frac{4\pi\alpha_\perp}{L}\right).$$

Dividing by $D$ gives $1/\epsilon_\perp$. For dipoles along $z$ the other sites produce the field $-p\sum_{\mathbf R\ne0}R^{-3}=-2Sp$, so $\alpha_\perp=\gamma/[A(1+2\gamma S)]$. The model has $\alpha_\perp=0.208$ Å, so at $L=20$ Å one finds $\epsilon_\perp=1.150$, again in agreement with the stack.

## Proof for a field that varies along the plane

The limit $\epsilon_\parallel\to1$ might suggest that charges in an isolated layer are unscreened. To see what happens, apply an external potential $\phi_{\rm ext}e^{iqx}$, the same at every height, with $1/q$ much longer than $a$ and the layer thickness. Let $\phi e^{iqx}$ be the total potential in each layer.

The dipole per area is $-\alpha\,\partial_x(\phi e^{iqx})$. The induced charge per area is minus its divergence, so its amplitude is

$$\sigma=\alpha\,(iq)^2\phi=-\alpha q^2\phi .$$

A single charged sheet at $z=0$ produces a potential $u(z)e^{iqx}$ obeying

$$u''-q^2u=-4\pi\sigma\,\delta(z).$$

The decaying solution is $u=Ce^{-q|z|}$. Its slope jumps by $-2qC$, which must equal $-4\pi\sigma$, so $C=2\pi\sigma/q$. Adding the sheets at $z=nL$, and writing $w=e^{-qL}$,

$$\sum_{n=-\infty}^{\infty}e^{-q|n|L}=1+\frac{2w}{1-w}=\frac{1+w}{1-w}=\coth\frac{qL}{2}.$$

The total potential in a layer is therefore

$$\phi=\phi_{\rm ext}+\frac{2\pi\sigma}{q}\coth\frac{qL}{2}
=\phi_{\rm ext}-2\pi\alpha q\coth\frac{qL}{2}\,\phi ,$$

and the screening felt inside the layer is

$$\epsilon_{\rm layer}=\frac{\phi_{\rm ext}}{\phi}=1+2\pi\alpha q\coth\frac{qL}{2}.$$

If $qL\ll1$, then $\coth(qL/2)\approx2/(qL)$ and the result is $1+4\pi\alpha/L$: many layers screen together. If $qL\gg1$, the hyperbolic cotangent tends to one and the isolated-layer result $1+2\pi\alpha q$ remains. The vacuum is thus wide enough only in relation to the wavelength.

At $q=0.05$ Å$^{-1}$ the formula gives 3.31 for $L=20$ Å and 2.07 for $L=400$ Å. The numerical check tests it through the dipoles of the stack. What it prints as `eps_layer` is $\alpha$ divided by the dipole per area per unit external field, which equals $\phi_{\rm ext}/\phi$ only while the layer responds to the total field with the uniform-field $\alpha$. This ratio is 3.29 and 2.05. At $L=400$ Å its difference from the formula becomes four times larger when $q$ doubles, as expected for neglected terms of order $(qa)^2$. Putting the same dipoles into the equation for $\phi$ gives $\phi_{\rm ext}/\phi=3.36$ and 2.09, also close to the formula.

When $qL\gg1$, a potential averaged over the whole cell conceals this screening. Averaging Poisson's equation over $z$ gives $q^2\bar\phi_{\rm ind}=4\pi\sigma/L$, so $\bar\phi_{\rm ind}=-(4\pi\alpha/L)\phi$. The corresponding dielectric constant $\epsilon_M$ obeys

$$\frac1{\epsilon_M}=\frac{\phi_{\rm ext}+\bar\phi_{\rm ind}}{\phi_{\rm ext}}
=1-\frac{4\pi\alpha/L}{\epsilon_{\rm layer}} .$$

For $qL\ll1$, inserting $\epsilon_{\rm layer}=1+4\pi\alpha/L$ gives $\epsilon_M=\epsilon_{\rm layer}$, so the average loses nothing. At $q=0.05$ Å$^{-1}$ and $L=400$ Å, where $qL=20$, this formula gives $\epsilon_M=1.054$ and the dipoles of the stack give 1.055, although $\epsilon_{\rm layer}$ is about 2.1. The average is mostly over vacuum, whereas an electron and a hole reside in the layer.

## What this does to an exciton

For two charges in an isolated layer, the bare interaction $2\pi e^2/q$ is divided by $\epsilon_{2D}(q)$. With $r_0=2\pi\alpha$, the magnitude of the electron–hole attraction is

$$V(q)=\frac{2\pi e^2}{q(1+r_0q)} .$$

Transforming to real space and integrating over angle gives

$$V(r)=e^2\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .$$

Write $1/(1+r_0q)=\int_0^\infty e^{-t(1+r_0q)}dt$. The integral $\int_0^\infty J_0(qr)e^{-qh}dq=1/\sqrt{r^2+h^2}$ is the Coulomb potential at height $h$ above the plane of a unit charge, built from the sheet solutions found above. Setting $h=r_0t$,

$$V(r)=e^2\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{r^2+r_0^2t^2}} .$$

This is the Rytova–Keldysh potential. For $r\gg r_0$, expanding the square root gives $V\approx(e^2/r)(1-r_0^2/r^2)$, so distant charges interact as in vacuum. In the model $r_0=21.3$ Å, and the ratio of bare to screened interaction is 2.42 at 5 Å, 1.35 at 20 Å and 1.04 at 100 Å. No constant can replace this function of distance.

Suppose a constant $\epsilon$ is used nevertheless. For reduced mass $\mu$, try $\psi=e^{-\kappa r}$ in two dimensions. Since $\psi''+\psi'/r=(\kappa^2-\kappa/r)\psi$, the Schrödinger equation becomes

$$-\frac{\hbar^2}{2\mu}\left(\kappa^2-\frac{\kappa}{r}\right)-\frac{e^2}{\epsilon r}=E .$$

Cancelling the $1/r$ terms requires $\kappa=2\mu e^2/(\hbar^2\epsilon)$. The wavefunction has no node, so this is the ground state, with binding energy

$$E_b=-E=\frac{\hbar^2\kappa^2}{2\mu}=\frac{2\mu e^4}{\hbar^2\epsilon^2}.$$

For $\mu$ equal to 0.25 electron masses, $E_b=13.606\ \text{eV}/\epsilon^2$. Inserting the supercell constant at $L=20$ Å gives $13.606/3.134^2=1.385$ eV. At $L=10$, 40 and 80 Å the results are 0.490, 3.184 and 5.785 eV. As $L$ grows, the energy heads for the unscreened value of 13.606 eV.

The isolated-layer potential gives one value, 0.895 eV, from two separate numerical solutions. The constant that reproduces it is $\epsilon=3.90$, which the supercell happens to supply at $L=14.7$ Å. That agreement says nothing about the layer.

The value 0.895 eV belongs to an effective-mass model with $\epsilon_{2D}$ taken as linear at all $q$. The mean electron–hole distance is 6.8 Å, little more than two lattice spacings, so both approximations are strained and the energy should not be read as a prediction for a material.

A Bethe–Salpeter calculation uses the full screening matrix instead of the single number $\epsilon_\parallel$, but periodic images still enter it. To describe an isolated layer, it needs $qL\gg1$ at the wavevectors that matter, or a Coulomb interaction cut off between layers. In the sum above, the cutoff leaves the $n=0$ term alone and restores $1+2\pi\alpha q$. The numerical check following this text gives the computed values for the stack and the exciton.

## Values computed for the example and the checks

```
lattice side a = 3.0 angstrom
site polarizability = 5.0 angstrom^3
in-plane alpha = 3.3968 angstrom
out-of-plane alpha_perp = 0.2078 angstrom
screening length r0 = 21.343 angstrom
L = 10 angstrom: eps_par = 5.2685, eps_perp = 1.3535, alpha from eps_par = 3.3968 angstrom
L = 20 angstrom: eps_par = 3.1343, eps_perp = 1.1502, alpha from eps_par = 3.3968 angstrom
L = 40 angstrom: eps_par = 2.0671, eps_perp = 1.0699, alpha from eps_par = 3.3968 angstrom
L = 80 angstrom: eps_par = 1.5336, eps_perp = 1.0338, alpha from eps_par = 3.3968 angstrom
L = 3 angstrom: eps_par from stack = 11.375, from layer formula = 15.228
decay rate of neighbour-layer field = 2.108 1/angstrom, 2 pi/a = 2.094 1/angstrom
assigned thickness 3 angstrom: eps = 15.228
assigned thickness 6 angstrom: eps = 8.114
q = 0.001 1/angstrom, L = 20 angstrom: eps_layer = 3.1343 (formula 3.1343), eps_M = 3.1341
q = 0.050 1/angstrom, L = 20 angstrom: eps_layer = 3.2881 (formula 3.3092), eps_M = 2.8497
q = 0.025 1/angstrom, L = 400 angstrom: eps_layer = 1.5283 (formula 1.5336), eps_M = 1.0751
  isolated-layer 1 + 2 pi alpha q = 1.5336
q = 0.050 1/angstrom, L = 400 angstrom: eps_layer = 2.0460 (formula 2.0671), eps_M = 1.0550
  isolated-layer 1 + 2 pi alpha q = 2.0671
error ratio when q doubles = 4.00
exciton reduced mass = 0.25 electron masses
binding, q-space potential = 0.895 eV
binding, real-space grid = 0.895 eV
mean electron-hole distance = 6.81 angstrom
binding without screening = 13.606 eV
binding with constant eps_par at L = 10 angstrom: 0.490 eV
binding with constant eps_par at L = 20 angstrom: 1.385 eV
binding with constant eps_par at L = 40 angstrom: 3.184 eV
binding with constant eps_par at L = 80 angstrom: 5.785 eV
constant eps that matches binding = 3.899, accidental L = 14.72 angstrom
r = 5 angstrom: bare/screened = 2.4185
r = 20 angstrom: bare/screened = 1.3506
r = 100 angstrom: bare/screened = 1.0364
r = 500 angstrom: bare/screened = 1.0018
```
